# Coupled plasmon-LO-phonon modes and dynamic screening of the Fröhlich vertex, part 2

An isotropic polar crystal (transverse optical frequency $\omega_T$; dielectric constants $\varepsilon_\infty$ with ions clamped, $\varepsilon_s$ with ions relaxed) holds $n$ electrons per volume in a parabolic band of mass $m$, treated in RPA at zero temperature unless stated. The problem is how these carriers screen an electron's coupling to optical phonons. We set $\hbar=1$, fields vary as $e^{-i\omega t}$, response functions are retarded, and $v=e^2/(\varepsilon_0q^2)$. The Fermi wavevector, velocity and energy are $k_F$, $v_F=k_F/m$, $E_F$; $E_k=k^2/2m$; $r_s=(3/4\pi n)^{1/3}/a_B^*$.

**(a)** $\omega_L^2=\omega_T^2+\Delta=\omega_T^2\varepsilon_s/\varepsilon_\infty$, $\omega_p^2=\frac{ne^2}{\varepsilon_0\varepsilon_\infty m}$. The coupled modes at $q\to0$ are
$$\omega_\pm^2=\tfrac12\Big[\omega_L^2+\omega_p^2\pm\sqrt{(\omega_L^2+\omega_p^2)^2-4\omega_p^2\omega_T^2}\Big].$$

**(b)** The screened interaction is $W=v/\varepsilon$, with $\varepsilon=\varepsilon_\infty[\varepsilon_{el}-\Delta/B]$, $B=\omega^2-\omega_T^2$, $\varepsilon_{el}=1-v\chi_0/\varepsilon_\infty$. Its phonon part is
$$\Delta W\equiv\frac v\varepsilon-\frac{v}{\varepsilon_\infty\varepsilon_{el}}=\frac{g^2}{\varepsilon_{el}^2}D,\qquad D=\frac{2\omega_L}{\omega^2-\omega_T^2-\Delta/\varepsilon_{el}(q,\omega)},$$
with squared Fröhlich vertex $g^2$, $2\omega_Lg^2=v\Delta/\varepsilon_\infty$. With $\varphi=\arg\varepsilon_{el}$,
$$-\mathrm{Im}\,\Delta W=|g/\varepsilon_{el}|^2\,[\cos2\varphi\,(-\mathrm{Im}D)+\sin2\varphi\,\mathrm{Re}D],$$
the second term being interference with pair excitation. The divergence of $g/\varepsilon_{el}(\omega_L)$ at $\omega_p=\omega_L$ is an artefact.

**(c)** Near mode $j$, $W\approx G_j^2/(\omega-\omega_j)$, and $Z_j$ is its phonon content:
$$\frac{G_j^2}{g^2}=Z_j\,\frac{\omega_L}{\omega_j}\,\frac1{\varepsilon_{el}^2(q,\omega_j)}.$$
At $q\to0$, $\varepsilon_{el}=1-\omega_p^2/\omega^2$ and $Z_\pm=\frac{\omega_\pm^2-\omega_p^2}{\omega_\pm^2-\omega_\mp^2}$. For weak doping, $G_+^2/g^2=1+\eta\,(2-\tfrac32\delta)$, with $\eta=\omega_p^2/\omega_L^2$, $\delta=\Delta/\omega_L^2$.

**(d)**
$$\chi_0=2\!\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\Big[\frac1{\omega-E}-\frac1{\omega+E}\Big],\qquad E=\frac{q^2+2qk_z}{2m}.$$
With $z=q/2k_F$, $u=\omega/(qv_F)$, $\kappa=q_{TF}^2/q^2$, $q_{TF}^2v_F^2=3\omega_p^2$, write $\varepsilon_{el}=1+\kappa F$ and $A=\varepsilon_{el}(q,0)$. For small $u<1-z$,
$$\frac{|\varepsilon_{el}|^2}{A^2}-1=\frac{u^2}{A^2}\Big[\frac{\pi^2\kappa^2}4-2\kappa hA\Big]+O(u^4),$$
where $h\to1$ for $z\to0$. In that limit $\mathrm{Re}F$ changes sign at $u^*=0.8336$.

**(e)** The first and inverse moments are
$$\frac2\pi\int_0^\infty\omega\,(-\mathrm{Im}\Delta W)\,d\omega=2\omega_Lg^2,$$
$$\frac2\pi\int_0^\infty\frac{-\mathrm{Im}\Delta W}{\omega}d\omega=-\Delta W(q,0)=\frac{2\omega_Lg^2}{A^2\Omega_q^2},\qquad\Omega_q^2=\omega_T^2+\frac\Delta A.$$
The static model $\Delta W_{st}=2\omega_Lg^2/[A^2(\omega^2-\Omega^2)]$, $\Omega=\Omega_q$, has line weight $I_0=\pi g^2\omega_L/(\Omega A^2)$. The loss $I$ integrated up to $\omega_m>\Omega$ obeys, with $u=\Omega/qv_F$,
$$\frac{I}{I_0}-1=\frac{\kappa u}A\Big[\ln\Big|\frac{\omega_m^2}{\Omega^2}-1\Big|-\frac\Delta{2A}\Big(\frac1{\omega_m^2-\Omega^2}+\frac1{\Omega^2}\Big)\Big]+O(u^2).$$

## (f) Find the LO emission rate of an electron of wavevector $k$. When is static screening valid, and what does a dilute gas do?

**Solution.** A mode with $-\mathrm{Im}W=\pi G^2\delta(\omega-\omega_j)$ must give the golden rule $2\pi G^2\delta$, so $\Gamma=2\int d^3q\,(2\pi)^{-3}(-\mathrm{Im}W)$ at $\omega=kq\mu/m-q^2/2m$, $\mu$ being the cosine between $\mathbf k$ and $\mathbf q$. With $d^3q=2\pi q^2dq\,d\mu$ and $d\mu=m\,d\omega/kq$,
$$\Gamma=\frac m{2\pi^2k}\int q\,dq\,d\omega\,(-\mathrm{Im}W),\qquad0<\omega<E_k-E_F .$$
At fixed $\omega$, $\mu\le1$ confines $q$ to $q_\pm=k\pm\sqrt{k^2-2m\omega}$, with $q_+q_-=2m\omega$. For the bare line $-\mathrm{Im}W=\pi g^2\delta(\omega-\omega_L)$ with $g^2\propto q^{-2}$; using $a_B^*=4\pi\varepsilon_0\varepsilon_\infty/me^2$,
$$\Gamma_0=\frac{\omega_L\delta}{ka_B^*}\ln\frac{q_+}{q_-}.$$

To fix what "phonon emission" means, add lattice damping, $B=\omega^2-\omega_T^2+i\gamma\omega$, $\varepsilon_{lat}=\varepsilon_\infty(1-\Delta/B)$. The part of $-\mathrm{Im}W=v\,\mathrm{Im}\varepsilon/|\varepsilon|^2$ absorbed by the lattice is $v\,\mathrm{Im}\varepsilon_{lat}/|\varepsilon|^2$. With $\mathrm{Im}\varepsilon_{lat}=\varepsilon_\infty\Delta\gamma\omega/|B|^2$ and $\varepsilon=\varepsilon_\infty\varepsilon_{el}d/B$, $d=B-\Delta/\varepsilon_{el}$, it equals $|g/\varepsilon_{el}|^2\,2\omega_L\gamma\omega/|d|^2$. For $\delta\ll1$ the line sits at $\omega_L$, $\mathrm{Re}\,d\approx2\omega_L(\omega-\omega_L)$, and $\mathrm{Im}\,d=\omega(\gamma+\gamma_e)$ with $\gamma_e=\Delta\,\mathrm{Im}\varepsilon_{el}/(\omega|\varepsilon_{el}|^2)$. The Lorentzian integrates to $\pi|g/\varepsilon_{el}|^2\gamma/(\gamma+\gamma_e)$: phonons are created with weight $|g/\varepsilon_{el}(q,\omega_L)|^2$, and a fraction $\gamma_e/(\gamma+\gamma_e)$ is reabsorbed by pairs. At leading order in $\delta$, and with no zero of $\varepsilon_{el}(q,\omega_L)$ in range,
$$\Gamma/\Gamma_0=\langle|\varepsilon_{el}(q,\omega_L)|^{-2}\rangle,$$
averaged over $\ln q$ from $q_-$ to $q_+$. This is the creation rate, not the total change of lifetime, which also contains interference and altered plasmon emission.

*Degenerate gas, electron near $E_F$.* For $\omega_L\ll E_F$, $q_-\approx\omega_L/v_F$ and $q_+\approx2k_F$, so $u$ runs from about $1$ down to $\omega_L/4E_F$. The static weight $A^{-2}\approx q^4/(q^2+q_{TF}^2)^2$ removes $q\ll q_{TF}$. If $u_T=\omega_L/(q_{TF}v_F)=\omega_L/(\sqrt3\,\omega_p)\ll1$, the region $u\sim1$ carries a weight of order $u_T^4$. Static screening is thus valid for $\omega_L\ll\sqrt3\,\omega_p$ together with $\omega_L\ll E_F$. For $z\ll1$, $x=q/q_{TF}$, $\kappa/A=1/(1+x^2)$ and $u=u_T/x$, the correction from (d) to $\int A^{-2}d\ln q$ is
$$u_T^2\int_0^\infty x\Big[\frac2{(1+x^2)^3}-\frac{\pi^2/4}{(1+x^2)^4}\Big]dx=u_T^2\Big(\frac12-\frac{\pi^2}{24}\Big),$$
in which the two terms largely cancel.

*Dilute gas.* If the carrier kinetic energy is small against $\omega_L$, $E\to\omega_q=q^2/2m$ in $\chi_0$ for any momentum distribution, so $\chi_0=2n\omega_q/(\omega^2-\omega_q^2)$ and
$$\varepsilon_{el}=1-\frac{\omega_p^2}{\omega^2-\omega_q^2}.$$
The gas antiscreens for $q<q_0=\sqrt{2m\omega_L}$ and screens above. The pole is spread over the pair continuum, of width $\sim q_0v_F$ in energy and $\sim k_F$ in $q$, and the real part of the spread pole integrates to a principal value when the spread in $q$ lies well inside $(q_-,q_+)$, which excludes electrons very close to the emission threshold. If its height $\sim\omega_p^2/(\omega_Lq_0v_F)\propto n^{2/3}$ is small, $|\varepsilon_{el}|^{-2}\approx1+2\eta/(1-y^2)$ with $y=q^2/q_0^2$. Because $q_+q_-=q_0^2$, the map $q\to q_0^2/q$ sends the range onto itself, keeps $|d\ln q|$ and sends $y\to1/y$. Since $1/(1-y^2)+1/(1-y^{-2})=1$, the average of $1/(1-y^2)$ is $\tfrac12$:
$$\Gamma=\Gamma_0\,(1+\omega_p^2/\omega_L^2).$$
Static screening, $A=1+\omega_p^2/\omega_q^2$, gives instead $\Gamma/\Gamma_0-1=-2\eta\,q_0^4(q_-^{-4}-q_+^{-4})/[4\ln(q_+/q_-)]$, of the opposite sign.

## (g) Evaluate these results for $\varepsilon_\infty=10$, $\varepsilon_s=12$, $\omega_L=40$ meV, $m=0.1\,m_e$, and an electron 80 meV above $E_F$.

**Solution.** These round model values give $\omega_T=40\sqrt{10/12}=36.515$ meV, $\delta=0.1667$, $\hbar^2/2m=381$ meV nm² and $a_B^*=5.292$ nm. At $n=10^{18}$ cm⁻³, $\omega_p=37.13$ meV, so $\omega_L^2+\omega_p^2=2979$ meV², the root is $\sqrt{2979^2-4(1379)(1333)}\approx1233$ meV², and $\omega_\pm=45.89,\ 29.55$ meV ($370.1$, $238.3$ cm⁻¹). Then $G_+^2/g^2=0.5897\,(40/45.89)/0.3452^2=4.31$.

| $n$ (cm⁻³) | $\omega_p$ | $\omega_-$ | $\omega_+$ (meV) | $Z_+$ | $G_-^2/g^2$ | $G_+^2/g^2$ |
|---|---|---|---|---|---|---|
| $10^{17}$ | 11.74 | 10.64 | 40.31 | 0.984 | 1.29 | 1.17 |
| $10^{18}$ | 37.13 | 29.55 | 45.89 | 0.590 | 1.66 | 4.31 |
| $10^{19}$ | 117.4 | 36.13 | 118.7 | 0.023 | 0.0118 | 17.8 |
| $10^{20}$ | 371.3 | 36.48 | 371.7 | 0.002 | 0.000104 | 55.8 |

At $\omega_p=\omega_L$ ($n=1.16\times10^{18}$ cm⁻³) the modes lie at $30.77$ and $47.47$ meV and $G_+^2/g^2=5.01$, finite as (b) requires. The weak-doping slope $2-1.5(0.1667)=1.75$ comes out as $1.7502$ at $10^{14}$ cm⁻³.

At $10^{17}$ cm⁻³ and $q=0.1$ nm⁻¹, diagonalizing the ion coupled to pair oscillators gives $\omega_+=40.327$ meV, $\varepsilon_{el}=0.9104$, $Z=0.9816$, so $G^2/g^2=0.9816\,(40/40.327)/0.9104^2=1.175$. The static vertex has $A^{-2}=1/4.31^2=0.0538$, about 22 times smaller.

At $10^{20}$ cm⁻³ and $q=q_{TF}$, $A=1.9859$, $\Omega_q=38.309$ meV and $u=0.0596$. The first moment is $0.9999$ of its bare value (the integral is taken along a line 2 meV above the real axis and cut at $2\times10^4$ meV, which drops a small tail), and the inverse moment is $40^2/(1.9859\times38.309)^2=0.2764$ of its bare value. The loss up to $2\omega_L$ exceeds the static line by $3.2\%$ of $I_0$, against $3.5\%$ at first order; with $\omega_L=4$ meV the figures are $0.343\%$ and $0.346\%$. The branching formula of (f) was tested separately, at $n=10^{17}$ cm⁻³, $q=q_0=0.324$ nm⁻¹, $\varepsilon_s=10.05$ and $\gamma=0.05$ meV: in units of $\pi g^2$ it gives $0.6603$ against an integrated weight $0.6591$.

For the rates at $10^{17}$ cm⁻³, $q_\pm=0.8346,\ 0.1258$ nm⁻¹, $k=(q_++q_-)/2=0.4802$ nm⁻¹, and $\Gamma_0=40(0.1667)(1.892)/(0.4802\times5.292)=4.96$ meV, which divided by $\hbar$ is $7.54$ ps⁻¹ ($133$ fs).

| $n$ (cm⁻³) | $u_T$ | $\Gamma_0$ (ps⁻¹) | dynamic/bare | static/bare |
|---|---|---|---|---|
| $10^{17}$ | 1.97 | 7.54 | 1.103 | 0.671 |
| $10^{19}$ | 0.197 | 7.41 | 0.3116 | 0.3100 |
| $10^{20}$ | 0.062 | 5.64 | 0.2685 | 0.2684 |

At $10^{17}$ cm⁻³ the dynamic creation rate, at leading order in $\delta$, is $8.3$ ps⁻¹ and the static one $5.1$ ps⁻¹, a ratio of $1.64$; the finite $\delta=1/6$ lowers the dynamic rate relative to the bare one by about two to three per cent, depending on the frequency window assigned to the broadened line ($1.7\%$ for 25–80 meV, $2.8\%$ for 32–48 meV, with $\gamma=0.2$ meV). The total change in loss is smaller: the full $-\mathrm{Im}\Delta W$ gives about $4.9$ ps⁻¹, mainly because the ions lower the loss below 25 meV by about $2.7$ ps⁻¹, of which about $1.8$ ps⁻¹ is weaker emission of undamped plasmons and $0.9$ ps⁻¹ lies inside the pair continuum. The part above 25 meV, $7.6$ ps⁻¹, also falls short of the creation rate, since it contains the interference term and the finite-$\delta$ correction. The dilute formula gives $1+(11.74/40)^2=1.086$; the computed $1.103$ also holds the terms that (f) dropped, higher powers of $v\chi_0$ and of $E_F/\omega_L=7.86/40$. Deeper in the dilute limit $(\Gamma/\Gamma_0-1)/\eta$ is $1.0004$ for a Fermi gas at $10^{14}$ cm⁻³ and $0.997$ for a Maxwell gas at $10^{13}$ cm⁻³ and $k_BT=0.2$ meV, while static screening of the Fermi gas at $10^{14}$ cm⁻³ gives $-9.69$ (formula $-9.65$). The dilute enhancement needs a cold gas. For a Maxwell gas, to first order in $n$, the ratio for an 80 meV electron falls to $0.81$ at $k_BT=7$ meV and to about zero at $26$ meV; for a 50 meV electron it is $0.25$ and $-0.45$. With these parameters the rule therefore does not apply at room temperature. With $r_s=2.53$ at $10^{17}$ cm⁻³, the neglected exchange and correlation need not be small; their size is not estimated here, so the ratios quoted at that density are properties of RPA at leading order in $\delta$.

At $10^{19}$ and $10^{20}$ cm⁻³ the golden-rule rates exceed the static ones by $0.5\%$ and $0.03\%$ of the latter, well below $u_T^2$, in line with the cancellation found in (f). The full $-\mathrm{Im}\Delta W$, integrated over the window below 80 meV and so below $\omega_p$, gives $2.369$ and $1.551$ ps⁻¹, against $2.339$ and $1.537$ ps⁻¹ for the static pole at $\Omega_q$. The excess, $1.3\%$ and $0.9\%$ of the static-pole rate, falls much more slowly than $u_T$. The first-order term is offset by negative higher-order ones, most strongly at $10^{19}$ cm⁻³: when $\omega_L$, $\omega_T$ and the electron's energy above $E_F$ are all reduced tenfold at fixed density, the ratio of the excess to $u_T$ rises from $0.066$ to $0.248$ there, and from $0.147$ to $0.190$ at $10^{20}$ cm⁻³. No golden-rule rate is given at $10^{18}$ cm⁻³, where, at the small-$q$ end of the emission range, both modes are strongly mixed and a single line at $\omega_L$ does not exist.

## Numbers as computed

```
inputs: eps_inf=10 eps_s=12 m*/me=0.1 wL=40 meV, E-EF=80 meV
wT=36.515 meV, Delta/wL^2=0.1667, hbar^2/2m=381.00 meV nm^2
wL=322.6 cm^-1, wT=294.5 cm^-1, a_B*=5.292 nm
n=1e+17 cm^-3: wp=11.74 EF=7.86 meV, kF=0.1436 qTF=0.1859 nm^-1, rs=2.53
  w-=10.64 w+=40.31 meV = 85.8, 325.1 cm^-1; wL/(qTF vF)=1.9667
  Z-=0.01636 Z+=0.9836; eel-=-0.2185 eel+=0.9151; G2/g2 -:1.288 +:1.166
n=1e+18 cm^-3: wp=37.13 EF=36.46 meV, kF=0.3094 qTF=0.2728 nm^-1, rs=1.17
  w-=29.55 w+=45.89 meV = 238.3, 370.1 cm^-1; wL/(qTF vF)=0.6219
  Z-=0.4103 Z+=0.5897; eel-=-0.5793 eel+=0.3452; G2/g2 -:1.655 +:4.313
n=1e+19 cm^-3: wp=117.42 EF=169.25 meV, kF=0.6665 qTF=0.4005 nm^-1, rs=0.54
  w-=36.13 w+=118.67 meV = 291.4, 957.2 cm^-1; wL/(qTF vF)=0.1967
  Z-=0.9769 Z+=0.02305; eel-=-9.562 eel+=0.02092; G2/g2 -:0.01183 +:17.76
n=1e+20 cm^-3: wp=371.33 EF=785.60 meV, kF=1.4360 qTF=0.5878 nm^-1, rs=0.25
  w-=36.48 w+=371.69 meV = 294.2, 2997.9 cm^-1; wL/(qTF vF)=0.0622
  Z-=0.998 Z+=0.001968; eel-=-102.6 eel+=0.001949; G2/g2 -:0.0001039 +:55.75
weak doping (1e14 cm^-3): (G+^2/g^2-1)wL^2/wp^2 = 1.7502
wp=wL at n=1.1604e+18 cm^-3: w-=30.77 w+=47.47 meV, G+^2/g^2=5.013
n=1e17, q=0.1 nm^-1: w+=40.327 meV, eel=0.9104, Z=0.9816, G2/g2=1.1748
  static: A=4.3118, 1/A^2=0.0538
n=1e20, q=qTF: A=1.9859, Om=38.309 meV, u(Om)=0.0596
  first moment/bare=0.9999; inverse moment/bare=0.2764
  loss to 2wL vs static line, wL=4 meV: error=0.00343, first order=0.00346
  same, wL=40 meV: error=0.03155, first order=0.03458
u* = 0.8336
eps_s=10.05, n=1e17, q=0.3240 nm^-1, gamma=0.05 meV: gamma_e=0.0215 meV
  line weight/g2=0.6591, golden rule x branching=0.6603
dilute 1e14, (rate/G0-1)wL^2/wp^2: dynamic=1.0004, static=-9.685 (formula -9.647)
dilute Maxwell gas 1e13, kT=0.2 meV: dynamic=0.9970
n=1e+17: q-=0.1258 q+=0.8346 nm^-1, bare rate=7.543 ps^-1 (tau=132.6 fs)
  golden rule/bare: dynamic=1.1027 static=0.6706 dynamic/static=1.6444
  golden-rule rates: dynamic=8.317 static=5.058 ps^-1
  dilute estimate 1+wp^2/wL^2=1.0862
n=1e+19: q-=0.0677 q+=1.5499 nm^-1, bare rate=7.408 ps^-1 (tau=135.0 fs)
  golden rule/bare: dynamic=0.3116 static=0.3100 dynamic/static=1.0054
  golden-rule rates: dynamic=2.308 static=2.296 ps^-1
  full dW rate=2.3694, static-pole rate=2.3391 ps^-1, ratio=1.0129
n=1e+20: q-=0.0352 q+=2.9794 nm^-1, bare rate=5.635 ps^-1 (tau=177.5 fs)
  golden rule/bare: dynamic=0.2685 static=0.2684 dynamic/static=1.0003
  golden-rule rates: dynamic=1.513 static=1.512 ps^-1
  full dW rate=1.5510, static-pole rate=1.5370 ps^-1, ratio=1.0091
```
